# Self-energy of hydrogenic states with l > 0, and hydrogen 2p: a numerical check

```python
"""
Result under test: for a bound electron with l > 0 the one-loop self-energy is
    dE = (alpha/pi) (Z alpha)^4 m c^2 A / n^3,
    A  = -(4/3) ln k0(n,l) - 1/(2 kappa (2l+1)),
to leading order in Z alpha, for a fixed point nucleus.
kappa = l for j = l-1/2 and kappa = -(l+1) for j = l+1/2.
ln k0 is the Bethe logarithm: (n^3/2) sum |<n'|p|n>|^2 w ln(2|w|), w = E'-E,
in atomic units with Z = 1.  The example is hydrogen 2p1/2 and 2p3/2.
"""
import numpy as np
from math import factorial, pi, sqrt, gamma as gamma_function
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, roots_genlaguerre

alpha = const.fine_structure
c_au = 1.0 / alpha

# Gradient of the 2p orbital: radial functions sum_s coef r^s exp(-r/2)/sqrt(24)
gradient_terms = {0: {1: 3.0, 2: -0.5}, 2: {2: -0.5}}
channel_weight = {0: 1.0 / 3.0, 2: 2.0 / 3.0}


# ---------- Bethe logarithm, first road: Sturmian diagonalization ----------
def sturmian_channel(l, size):
    """Excitation energies from 2p and squared momentum matrix elements."""
    n = np.arange(size)
    off = -np.sqrt((n[:-1] + 1.0) * (n[:-1] + 2 * l + 2.0))
    overlap = np.diag(2.0 * n + 2 * l + 2) + np.diag(off, 1) + np.diag(off, -1)
    # Matrix of H - E(2p), using the Sturmian equation with exponent 1/2
    shifted_h = np.diag((n + l - 1.0) / 2.0)
    energies, vectors = eigh(shifted_h, overlap)
    # eigh solves (H + S/8) v = w S v, and E(2p) = -1/8, so w = E' - E
    r, weight = roots_genlaguerre(20, 2 * l + 1)
    source = sum(cf * r ** (s - l) for s, cf in gradient_terms[l].items())
    source = source / sqrt(24.0)
    projection = np.zeros(size)
    for i in range(8):   # higher projections vanish by orthogonality
        norm = sqrt(factorial(i + 2 * l + 1) / factorial(i))
        lag = eval_genlaguerre(i, 2 * l + 1, r)
        projection[i] = np.sum(weight * lag * source) / norm
    return energies, channel_weight[l] * (vectors.T @ projection) ** 2


def sturmian_spectrum(size):
    parts = [sturmian_channel(l, size) for l in (0, 2)]
    w = np.concatenate([part[0] for part in parts])
    strength = np.concatenate([part[1] for part in parts])
    keep = np.abs(w) > 1e-8   # the degenerate 2s state has zero weight w
    return w[keep], strength[keep]


w_small, f_small = sturmian_spectrum(400)
w_basis, f_basis = sturmian_spectrum(800)
lnk0_small = 4 * np.sum(f_small * w_small * np.log(2 * np.abs(w_small)))
lnk0 = 4 * np.sum(f_basis * w_basis * np.log(2 * np.abs(w_basis)))
weight_sum = 4 * np.sum(f_basis * w_basis)
assert abs(lnk0 - lnk0_small) < 1e-5
assert abs(weight_sum) < 1e-5


# ---------- Bethe logarithm, second road: true bound and continuum states ----------
def gradient_overlap(l, p, z, a):
    """Integral of r^(l+1) exp(-(p-1/2)r) M(a,2l+2,z p r) with the gradient."""
    b = 2 * l + 2
    total = 0.0
    for s, coef in gradient_terms[l].items():
        m = s - l
        term, series = 1.0, 1.0
        for j in range(m):
            term = term * (b - a + j) * (-m + j) / ((b + j) * (j + 1)) * z
            series = series + term
        total = total + (coef * factorial(l + s + 1) / p ** (l + s + 2)
                         * (1 - z) ** (-a - m) * series)
    return total / sqrt(24.0)


def bound_strength(l, n):
    p = 0.5 + 1.0 / n
    ratio = 1.0
    for i in range(n - l, n + l + 1):
        ratio *= i
    norm2 = (2.0 / n) ** (2 * l + 2) * ratio / (n * factorial(2 * l + 1)) ** 2
    integral = gradient_overlap(l, p, (2.0 / n) / p, l + 1 - n)
    return channel_weight[l] * norm2 * integral ** 2


def continuum_density(l, k):
    """Squared matrix element per unit wave number k."""
    p = 0.5 + 1j * k
    coulomb2 = (2 * pi / k) / (1 - np.exp(-2 * pi / k))
    for s in range(1, l + 1):
        coulomb2 *= (s * s + 1 / k ** 2) / (s * (2 * s + 1)) ** 2
    integral = gradient_overlap(l, p, 2j * k / p, l + 1 + 1j / k)
    return (channel_weight[l] * (2 / pi) * coulomb2 * k ** (2 * l + 2)
            * abs(integral) ** 2)


def spectral_sum(function):
    """4 sum of strength * function(w) over the full hydrogen spectrum."""
    bound, continuum = 0.0, 0.0
    last_n = 3000
    for l in (0, 2):
        for n in range(l + 1, last_n + 1):
            if n == 2:
                continue
            term = bound_strength(l, n) * function(0.125 - 0.5 / n ** 2)
            bound += term
        bound += term * last_n / 2   # tail of a sum falling as 1/n^3
        for low, high in ((0.0, 1.0), (1.0, 10.0), (10.0, np.inf)):
            continuum += quad(
                lambda k: continuum_density(l, k) * function(0.125 + k * k / 2),
                low, high, epsabs=1e-10, epsrel=1e-9, limit=200)[0]
    return 4 * bound, 4 * continuum


log_bound, log_cont = spectral_sum(lambda w: w * np.log(2 * abs(w)))
sum_bound, sum_cont = spectral_sum(lambda w: w)
lnk0_explicit = log_bound + log_cont
assert abs(lnk0_explicit - lnk0) < 1e-5
assert abs(sum_bound + sum_cont) < 1e-5

# ---------- A finite photon cutoff K must drop out as K grows ----------
cutoffs = (10.0, 100.0, 1000.0)
cutoff_values = []
for cutoff in cutoffs:
    logs = np.log(np.abs((cutoff + w_basis) / w_basis))
    cutoff_values.append(-4 * np.sum(f_basis * w_basis * logs))
cutoff_errors = [abs(value - lnk0) for value in cutoff_values]
assert cutoff_errors[0] > cutoff_errors[1] > cutoff_errors[2]
assert cutoff_errors[2] < 1e-3

# ---------- Anomalous moment from the vertex with explicit gamma matrices ----------
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]], complex)]
gam = [np.kron(pauli[2], np.eye(2))] + [np.kron(1j * pauli[1], s) for s in pauli]
metric = np.array([1.0, -1.0, -1.0, -1.0])
unit = np.eye(4)


def slash(vector):
    return sum(metric[i] * vector[i] * gam[i] for i in range(4))


transfer = 0.02   # momentum transfer in units of the electron mass
energy = sqrt(1 + transfer ** 2 / 4)
p_in = np.array([energy, 0, 0, -transfer / 2])
p_out = np.array([energy, 0, 0, transfer / 2])
left, right = slash(p_out) + unit, slash(p_in) + unit
structures = np.array([
    [left @ gam[mu] @ right for mu in range(4)],
    [(p_in + p_out)[mu] * left @ right for mu in range(4)],
    [(p_out - p_in)[mu] * left @ right for mu in range(4)]]).reshape(3, -1).T
nodes, node_weights = np.polynomial.legendre.leggauss(8)
nodes, node_weights = (nodes + 1) / 2, node_weights / 2
f2_over_alpha = 0.0
for w, ww in zip(nodes, node_weights):
    for t, wt in zip(nodes, node_weights):
        shift = w * t * p_in + w * (1 - t) * p_out
        out_prop = slash(p_out - shift) + unit
        in_prop = slash(p_in - shift) + unit
        numerator = np.array([
            left @ sum(metric[nu] * gam[nu] @ out_prop @ gam[mu] @ in_prop
                       @ gam[nu] for nu in range(4)) @ right
            for mu in range(4)]).reshape(-1)
        fit = np.linalg.lstsq(structures, numerator, rcond=None)[0]
        denominator = w ** 2 * (1 + t * (1 - t) * transfer ** 2)
        f2_over_alpha += ww * wt * w * 2 * fit[1].real / (4 * pi * denominator)
# The remaining difference is the small effect of the finite transfer
assert abs(2 * pi * f2_over_alpha - 1) < 2e-4


# ---------- Magnetic part with Dirac-Coulomb wave functions ----------
def dirac_magnetic_coefficient(n, kappa):
    """First-order energy of the anomalous moment, in the units of A."""
    g = sqrt(kappa ** 2 - alpha ** 2)
    radial_n = n - abs(kappa)
    total_e = c_au ** 2 / sqrt(1 + (alpha / (radial_n + g)) ** 2)
    lam = sqrt(c_au ** 2 - (total_e / c_au) ** 2)
    size = radial_n + 1

    def moment(power):
        return np.array([[gamma_function(2 * g + i + j + power + 1)
                          / (2 * lam) ** (2 * g + i + j + power + 1)
                          for j in range(size)] for i in range(size)])

    s, inv_r, inv_r2 = moment(0), moment(-1), moment(-2)
    powers = g + np.arange(size)
    coupling = c_au * ((kappa - powers)[None, :] * inv_r + lam * s)
    h = np.block([[-inv_r, coupling],
                  [coupling.T, -inv_r - 2 * c_au ** 2 * s]])
    zero = np.zeros_like(s)
    values, vectors = eigh(h, np.block([[s, zero], [zero, s]]))
    target = total_e - c_au ** 2
    index = np.argmin(np.abs(values - target))
    assert abs(values[index] - target) < 1e-8
    large, small = vectors[:size, index], vectors[size:, index]
    return -n ** 3 / (2 * alpha) * (large @ inv_r2 @ small)


def magnetic_formula(kappa):
    l = kappa if kappa > 0 else -kappa - 1
    return -1.0 / (2 * kappa * (2 * l + 1))


dirac_results = {}
for n, kappa in ((2, 1), (2, -2), (3, 1), (3, -2), (3, 2), (3, -3)):
    value = dirac_magnetic_coefficient(n, kappa)
    dirac_results[n, kappa] = value
    # Relativistic corrections are of relative order alpha^2
    assert abs(value / magnetic_formula(kappa) - 1) < 1e-3

# ---------- Hydrogen 2p ----------
unit_mhz = (alpha ** 5 * const.m_e * const.c ** 2 / (pi * const.h)) / 1e6
scale_mhz = unit_mhz / 2 ** 3
mass_ratio = 1 / (1 + const.m_e / const.m_p)   # reduced mass over electron mass
bethe_part = -4.0 / 3.0 * lnk0

print(f"fine-structure constant: {alpha:.10f}")
print(f"alpha^5 m c^2/(pi h): {unit_mhz:.4f} MHz")
print(f"same divided by n^3 = 8: {scale_mhz:.4f} MHz")
print(f"ln k0(2p), Sturmian basis of 400: {lnk0_small:.7f}")
print(f"ln k0(2p), Sturmian basis of 800: {lnk0:.7f}")
print(f"ln k0(2p), explicit spectrum: {lnk0_explicit:.7f}")
print(f"  bound-state part: {log_bound:.6f}")
print(f"  continuum part: {log_cont:.6f}")
print(f"normalized weight sum, bound part: {sum_bound:.6f}")
print(f"normalized weight sum, continuum part: {sum_cont:.6f}")
print(f"normalized weight sum, total: {sum_bound + sum_cont:.1e}")
for cutoff, value in zip(cutoffs, cutoff_values):
    print(f"ln k0(2p) with cutoff K = {cutoff:.0f} hartree: {value:.6f}")
print(f"2 pi F2/alpha at transfer {transfer} m c: {2 * pi * f2_over_alpha:.6f}")
for (n, kappa), value in dirac_results.items():
    print(f"magnetic part n={n} kappa={kappa:+d}: Dirac {value:.6f},"
          f" formula {magnetic_formula(kappa):.6f}")
print(f"Bethe part of A for 2p: {bethe_part:.6f}")
print(f"Bethe part of the 2p shift: {scale_mhz * bethe_part:.3f} MHz")
shifts = {}
for name, kappa in (("2p1/2", 1), ("2p3/2", -2)):
    magnetic = magnetic_formula(kappa)
    coefficient = bethe_part + magnetic
    shifts[name] = scale_mhz * coefficient
    reduced = scale_mhz * (mass_ratio ** 3 * bethe_part
                           + mass_ratio ** 2 * magnetic)
    print(f"{name} magnetic part of the shift: {scale_mhz * magnetic:.3f} MHz")
    print(f"{name} coefficient A: {coefficient:.6f}")
    print(f"{name} self-energy shift, fixed nucleus: {shifts[name]:.3f} MHz")
    print(f"{name} self-energy shift, reduced mass: {reduced:.3f} MHz")
print(f"self-energy part of 2p3/2 - 2p1/2 interval, fixed nucleus:"
      f" {shifts['2p3/2'] - shifts['2p1/2']:.3f} MHz")
print(f"reduced mass over electron mass: {mass_ratio:.8f}")
print("finished without a failed check")
```

Output:

```
fine-structure constant: 0.0072973526
alpha^5 m c^2/(pi h): 813.8627 MHz
same divided by n^3 = 8: 101.7328 MHz
ln k0(2p), Sturmian basis of 400: -0.0300182
ln k0(2p), Sturmian basis of 800: -0.0300169
ln k0(2p), explicit spectrum: -0.0300167
  bound-state part: -0.030646
  continuum part: 0.000629
normalized weight sum, bound part: -0.081384
normalized weight sum, continuum part: 0.081384
normalized weight sum, total: 5.8e-12
ln k0(2p) with cutoff K = 10 hartree: -0.042594
ln k0(2p) with cutoff K = 100 hartree: -0.031504
ln k0(2p) with cutoff K = 1000 hartree: -0.030177
2 pi F2/alpha at transfer 0.02 m c: 0.999933
magnetic part n=2 kappa=+1: Dirac -0.166684, formula -0.166667
magnetic part n=2 kappa=-2: Dirac 0.083335, formula 0.083333
magnetic part n=3 kappa=+1: Dirac -0.166685, formula -0.166667
magnetic part n=3 kappa=-2: Dirac 0.083335, formula 0.083333
magnetic part n=3 kappa=+2: Dirac -0.050001, formula -0.050000
magnetic part n=3 kappa=-3: Dirac 0.033334, formula 0.033333
Bethe part of A for 2p: 0.040023
Bethe part of the 2p shift: 4.072 MHz
2p1/2 magnetic part of the shift: -16.955 MHz
2p1/2 coefficient A: -0.126644
2p1/2 self-energy shift, fixed nucleus: -12.884 MHz
2p1/2 self-energy shift, reduced mass: -12.872 MHz
2p3/2 magnetic part of the shift: 8.478 MHz
2p3/2 coefficient A: 0.123356
2p3/2 self-energy shift, fixed nucleus: 12.549 MHz
2p3/2 self-energy shift, reduced mass: 12.533 MHz
self-energy part of 2p3/2 - 2p1/2 interval, fixed nucleus: 25.433 MHz
reduced mass over electron mass: 0.99945568
finished without a failed check
```
